# Index decrement of polyhydroxystyrene at 13.5 nm from free valence electrons

**Question.** A polyhydroxystyrene film is lit by extreme-ultraviolet light of wavelength 13.5 nm. If its valence electrons are treated as free, how far below one is its refractive index, how does the difference scale with density, composition and wavelength, and how far can the free-electron picture be trusted?

**Answer.** The decrement is about 0.02. It is proportional to the number of valence electrons per volume and, to leading order, to the square of the wavelength. The derivation below uses Hartree atomic units with Gaussian fields and the time factor $e^{-i\omega t}$. The index is written $n=1-\delta+i\beta$, so a positive $\beta$ means absorption.

## Counting the electrons

The repeat unit is C$_8$H$_8$O. Carbon brings 4 valence electrons, hydrogen 1 and oxygen 6, so that

$$Z_v=8\cdot4+8\cdot1+6=46 .$$

The remaining 18 of the 64 electrons are 1s electrons of carbon and oxygen. They are left out for now, for a reason that needs the response of bound electrons.

The mass density is taken as $\rho_m=1.2$ g/cm³, a round model value. With molar mass $M=120.151$ g/mol, the density of repeat units is $N=\rho_mN_A/M=8.913\times10^{-4}$ bohr$^{-3}$, where $N_A$ is Avogadro's constant. The valence-electron density is

$$\rho=Z_vN=46\times8.913\times10^{-4}=0.0410\ \text{bohr}^{-3}.$$

## The response of a free electron

An electron has charge $-1$ and mass 1. In a field $E\cos\omega t$ it obeys $\ddot x=-E\cos\omega t$. Integrating twice, and dropping the uniform drift, which does not oscillate, gives

$$x=\frac{E}{\omega^2}\cos\omega t,\qquad -x=\alpha E\cos\omega t,\qquad \alpha=-\frac1{\omega^2}.$$

The dipole moment $-x$ points against the field. This sign puts the index below one. The magnetic force is smaller than the electric one by the electron's speed over the speed of light $c$, and is neglected.

The photon energy is $\omega=3.3751$ hartree (91.84 eV), so $\alpha=-0.0878$ atomic units. Numerical integration of Newton's equation from rest passed a test against this formula.

## From the electron to the index

Let the wave travel along $z$ with fields $E_x=Ee^{i(kz-\omega t)}$ and $B_y=Be^{i(kz-\omega t)}$. The electrons move across the direction of travel, so a uniform electron density stays uniform and no electrostatic restoring force appears. A fixed positive background keeps the medium neutral.

The current density is $J=-\rho\dot x$. Newton's equation gives $\dot J=\rho E$, that is $-i\omega J=\rho E$, or $J=i\rho E/\omega$. The two Maxwell equations needed are

$$ikE=\frac{i\omega}{c}B,\qquad -ikB=\frac{4\pi}{c}J-\frac{i\omega}{c}E .$$

The first gives $B=ckE/\omega$. Inserting $B$ and $J$ into the second yields

$$-\frac{ick^2}{\omega}E=\frac{4\pi i\rho}{c\,\omega}E-\frac{i\omega}{c}E .$$

Multiplication by $i\omega c/E$ turns this into

$$c^2k^2=\omega^2-4\pi\rho .$$

Since $n=ck/\omega$, and with the plasma frequency defined by $\omega_p^2=4\pi\rho$,

$$n^2=1-\frac{\omega_p^2}{\omega^2}.$$

Put $q=\omega_p^2/\omega^2$. For $q\ll1$ the square root expands as $n=1-q/2-q^2/8-\dots$, and therefore

$$\delta\simeq\frac q2=\frac{2\pi\rho}{\omega^2}.$$

The next term, $q^2/8$, is a fraction $q/4$ of the first.

For the polymer, $\omega_p=0.7178$ hartree (19.5 eV). Then

$$q=\left(\frac{0.7178}{3.3751}\right)^2=0.0452,\qquad \delta\simeq\frac{0.0452}{2}=0.0226 .$$

The full square root gives 0.0229. The difference is about 1% of the linear value, as $q/4$ says, and is smaller than the uncertainty from the assumed density.

## How the decrement scales

With $\omega=2\pi c/\lambda$, the leading result becomes

$$\delta\simeq\frac{2\pi\rho\lambda^2}{4\pi^2c^2}=\frac{\rho\lambda^2}{2\pi c^2},\qquad \rho=\frac{\rho_mN_AZ_v}{M}.$$

**Density.** At fixed composition $\delta$ is proportional to $\rho_m$. It is 0.0207 at 1.1 g/cm³ and 0.0245 at 1.3 g/cm³. The first significant digit is thus stable over this range and the second is not.

**Composition.** At fixed mass density, what counts is the number of valence electrons per mass, $Z_v/M$. Chemical structure enters the free-electron estimate only through this ratio and the density.

**Wavelength.** Doubling the wavelength multiplies $q$ by four, to 0.181. The linear formula then gives $\delta=0.0905$, while the square root gives $1-\sqrt{1-0.181}=0.095$. Within the free-electron model the quadratic law is already bending upward. Binding, which this model leaves out, matters more at this longer wavelength and acts the other way: in the bound-atom model below, the effective electron number at 27 nm is only about 0.87 of the valence count, against an upward bend of 5% from the square root. At $\omega=\omega_p$ the index of the free-electron medium reaches zero, and below that frequency $k$ is imaginary and the wave does not propagate. At $\omega=\omega_p$ the linear formula gives $\delta=1/2$, where the full square root gives 1. Halving the wavelength gives a linear $\delta$ of $0.0226/4=0.0057$, but there the core electrons begin to matter, as shown below.

**Phase.** A film of thickness $t$ advances the phase by $2\pi\delta t/\lambda$ relative to vacuum. One radian needs $t=\lambda/(2\pi\delta)=13.5\ \text{nm}/(2\pi\times0.0226)\approx95$ nm.

## What binding changes

Consider an electron in an orbital $\varphi_0$ of energy $E_0$, with $H=p^2/2+V(\mathbf r)$ and a local potential $V$. The field, now along $z$, adds the energy $zE\cos\omega t$. To first order write

$$\psi=e^{-iE_0t}\Big[\varphi_0+\sum_j\big(a_je^{-i\omega t}+b_je^{i\omega t}\big)\varphi_j\Big].$$

Let $\omega_j=E_j-E_0$ and $z_{j0}=\langle\varphi_j|z|\varphi_0\rangle$. Collecting the terms with each time factor in Schrödinger's equation gives $(\omega-\omega_j)a_j=\tfrac12Ez_{j0}$ and $(-\omega-\omega_j)b_j=\tfrac12Ez_{j0}$, so

$$a_j=-\frac{E}{2}\frac{z_{j0}}{\omega_j-\omega},\qquad b_j=-\frac{E}{2}\frac{z_{j0}}{\omega_j+\omega}.$$

The induced dipole is $-\langle z\rangle=-2\,\mathrm{Re}\sum_jz_{0j}(a_je^{-i\omega t}+b_je^{i\omega t})$. Away from resonance this equals $\alpha E\cos\omega t$ with

$$\alpha=\sum_j|z_{j0}|^2\left(\frac1{\omega_j-\omega}+\frac1{\omega_j+\omega}\right)=\sum_j\frac{f_j}{\omega_j^2-\omega^2},\qquad f_j=2\omega_j|z_{j0}|^2 .$$

The oscillator strengths $f_j$ have a fixed sum. Because $V$ commutes with $z$, $[H,z]=-ip_z$. Completeness of the states gives $\sum_j\omega_j|z_{j0}|^2$ in two ways, as $\langle z[H,z]\rangle=-i\langle zp_z\rangle$ and as $-\langle[H,z]z\rangle=i\langle p_zz\rangle$. Adding them,

$$\sum_jf_j=-i\langle zp_z-p_zz\rangle=-i\cdot i=1 .$$

A free electron has $-\omega^2\alpha=1$. For a bound one, this product is an effective electron number,

$$N_{\rm eff}=-\omega^2\alpha=\sum_jf_j\frac{\omega^2}{\omega^2-\omega_j^2}.$$

If the strength lies far below $\omega$, each factor is near one and the electron acts as free. If it lies far above, the factor is near $-\omega^2/\omega_j^2$, which is small and negative. This is why the valence electrons are counted and the 1s electrons are not.

The second case can be bounded. From a 1s orbital all transitions go upward, so all $f_j$ are positive, and the lowest dipole transition is to 2p, at energy $\omega_1$. For $\omega<\omega_1$ the size of the factor falls as $\omega_j$ grows, so two 1s electrons satisfy

$$|N_{\rm eff}|\le\frac{2\omega^2}{\omega_1^2-\omega^2}.$$

In the carbon model described below, $\omega_1=11.709-0.438=11.271$ hartree, and the bound is $2\times11.39/(127.04-11.39)=0.20$. The computed value is $-0.10$. At half the wavelength, $\omega^2$ is four times larger and the bound rises to 1.1 per carbon atom. Each term $f_j\omega^2/(\omega_j^2-\omega^2)$ grows more than fourfold, because its denominator also shrinks, so the size is at least $4\times0.10=0.4$. The core then takes away between about a tenth and somewhat over a quarter of the valence count of 4. This is not the net change: in the model the core part is $-0.53$, the real valence part rises to 4.32, and the repeat unit as a whole keeps about 0.98 of its valence count.

Counting all 64 electrons as free would give $\delta=0.0315$, about 39% above the valence estimate.

## Absorption

In the free-electron medium $J=i\rho E/\omega$ is a quarter period out of step with the field. The mean power $JE$ vanishes, and for $\omega>\omega_p$ so does $\beta$. Absorption needs a further force on the electrons; here it comes from their binding to the atoms.

In the continuum the sum over $j$ becomes an integral over $\omega'$ with strength density $df/d\omega'$. Switching the field on slowly replaces $\omega$ by $\omega+i0$, and the factor $1/(\omega^2-\omega'^2)$ acquires the imaginary part $-\pi\,\delta_D(\omega^2-\omega'^2)$, where $\delta_D$ is Dirac's function. Since $\delta_D(\omega^2-\omega'^2)=\delta_D(\omega-\omega')/(2\omega)$ for positive frequencies,

$$N_{\rm eff}=f_1-if_2,\qquad f_2=\frac{\pi\omega}{2}\frac{df}{d\omega}.$$

For weakly polarizable units that respond independently, the polarization is $N\alpha E$ and $n^2=1+4\pi N\alpha$. With $f_1$ and $f_2$ summed over a repeat unit, the leading expansion is

$$n\simeq1-\frac{2\pi N}{\omega^2}(f_1-if_2),\qquad \delta=\frac{2\pi Nf_1}{\omega^2},\qquad \beta=\frac{2\pi Nf_2}{\omega^2}.$$

The amplitude carries the factor $e^{-\beta\omega z/c}$. The intensity therefore falls as $e^{-\mu z}$ with $\mu=2\beta\omega/c=4\pi\beta/\lambda$.

## A check with bound atoms

To see whether 46 is a fair effective number, each electron is placed in the central potential of its atom,

$$V(r)=-\frac{1+(Z-1)e^{-ar}}{r},$$

where $Z$ is the nuclear charge. For hydrogen this is the Coulomb potential. For carbon and oxygen, $a$ is chosen so that the 2p energy equals the mean occupied 2p energy of an unrestricted Hartree–Fock calculation in the cc-pVTZ basis. The 1s and 2s energies are not fitted; they differ from the Hartree–Fock values by at most about 6%.

Summing over occupied orbitals also handles the exclusion principle. Let levels $i$ and $j$ have fractional fillings $p_i$ and $p_j$. Allowed transitions carry the weight $p_i(1-p_j)$ one way and $p_j(1-p_i)$ the other. Reversing a transition changes the sign of $f$ but not $\omega_j^2$, so the net weight is $p_i(1-p_j)-p_j(1-p_i)=p_i-p_j$. The plain sum over occupied orbitals gives the same weight. Transitions between filled levels cancel, though they do enter the separate core and valence parts.

The continuum is treated by complex scaling, $r\to re^{i\theta}$. An outgoing wave $e^{ikr}$ then decays as $e^{-kr\sin\theta}$ and fits in a finite basis. On hydrogen, the method passed tests against the static polarizability 4.5, the analytic photoionization cross-section, and $f_1$ rebuilt from the known strengths. For carbon and oxygen, the sum rule was tested for each orbital, and the shell contributions were tested for stability under a change of angle and basis scale.

The results per atom at 13.5 nm are:

- hydrogen: $f_1=1.05$, $f_2=0.03$;
- carbon: $f_1=4.06$, $f_2=1.10$;
- oxygen: $f_1=5.83$, $f_2=3.09$.

For the repeat unit,

$$f_1=8(4.062)+8(1.048)+5.834=46.7,\qquad f_2=8(1.096)+8(0.033)+3.093=12.1 .$$

The ratio $f_1/Z_v$ is 1.02, and the decrement becomes $\delta=0.0230$ instead of 0.0226.

This closeness should not be read as an accuracy of 2%. Part of it is cancellation. In carbon the valence orbitals give 4.17 and the core takes away 0.10. About 0.13 of the valence excess comes from the downward 2p→1s transition: its strength is negative, $-0.12$ for the two 2p electrons, and lies far above $\omega$, so the remaining valence strengths sum to 4.12 rather than 4. In this model hydrogen and carbon lie above their valence counts, oxygen below. For carbon the side depends on the potential: self-consistent local-exchange potentials give $f_1$ between 3.93 and 4.01, and $f_1/Z_v$ between 0.99 and 1.01. Nor does all the valence strength lie far below the photon energy: the strength per unit of $\ln\omega$ is $\omega\,df/d\omega=2f_2/\pi=7.7$ per repeat unit. Strength just below $\omega$ is overcounted and strength just above enters with a negative sign, so the two partly offset each other in $f_1$. No such offset exists in $f_2$, which samples the strength at the photon energy itself.

The same model gives $\beta=0.006$ and

$$\mu=\frac{4\pi\times0.00596}{0.0135\ \mu\text{m}}\approx5.5\ \mu\text{m}^{-1},$$

an attenuation length of roughly 0.2 µm. This value depends on the potential far more than $\delta$ does. Fitting the 2p levels to 0.414 and 0.500 hartree gives 5.1 µm$^{-1}$, and self-consistent local-exchange potentials give 3.8 to 4.5 µm$^{-1}$. Screening by the induced density raises the values by about 10%, and the full complex square root raises 5.5 to 5.7. Only a range of about 4 to 6 µm$^{-1}$ is supported. Electrons that are nearly free for refraction are therefore not free for absorption.

The atomic model leaves out chemical bonds, the screening of the field by the other electrons' induced motion, and the difference between the local and average fields. It supports the size of $\delta$ and gives a rough scale for $\beta$, but it is not a reference calculation for the polymer. The free-electron estimate is suited to photon energies well above the main valence excitations and well below the carbon K edge. In the atomic model $f_1/Z_v$ stays within 5% of one from about 20 nm to 7 nm and falls to 0.90 at 5.5 nm. The model's 1s→2p line (307 eV) lies above the real carbon K edge near 285 eV, so in the film this fall should set in somewhat earlier. The values at 13.5 nm for the fitted potential are in the numerical output.

## Table of computed values

```
wavelength: 13.5 nm
photon energy: 3.3751 hartree = 91.84 eV
speed of light: 137.036 a.u.
assumed mass density: 1.20 g/cm^3
molar mass of repeat unit: 120.151 g/mol
valence electrons per unit: 46
all electrons per unit: 64
repeat-unit density: 8.91268e-04 bohr^-3
valence-electron density: 0.04100 bohr^-3
plasma energy: 0.7178 hartree = 19.53 eV
(omega_p/omega)^2: 0.04523
free polarizability, Newton: -0.08779 a.u.
free polarizability, -1/omega^2: -0.08779 a.u.
delta, free valence, linear: 0.02261
delta, free valence, exact root: 0.02288
delta, linear, at 1.1 g/cm^3: 0.02073
delta, linear, at 1.3 g/cm^3: 0.02450
delta if all electrons were free: 0.03146
H static polarizability: 4.50000 a.u.
H cross-section, response: 0.000898 bohr^2
H cross-section, analytic: 0.000898 bohr^2
H f1 from dispersion integral: 1.0478
C screening parameter a: 1.5041 bohr^-1
C 2p energy (matched): -0.4377 hartree
C 1s energy, model / HF: -11.709 / -11.322 hartree
C 2s energy, model / HF: -0.740 / -0.706 hartree
C f1 of two 1s electrons: -0.1032
C f1 of valence electrons: 4.1653
O screening parameter a: 1.8872 bohr^-1
O 2p energy (matched): -0.6348 hartree
O 1s energy, model / HF: -20.838 / -20.665 hartree
O 2s energy, model / HF: -1.165 / -1.244 hartree
O f1 of two 1s electrons: -0.0308
O f1 of valence electrons: 5.8651
H atom f1, f2: 1.0478, 0.0331
C atom f1, f2: 4.0621, 1.0958
O atom f1, f2: 5.8343, 3.0930
repeat unit f1, f2: 46.713, 12.124
f1 / valence electrons: 1.0155
delta, bound-atom model: 0.02296
beta, bound-atom model: 0.00596
absorption coefficient, model: 5.55 per micrometre
```
